Nonuniform density scaling of Ts and the von Weizsaecker equality

## I. The scaling inequality and the von Weizsaecker functional

Squeezing a wavefunction along one axis raises its kinetic energy along that axis. This problem asks how the noninteracting kinetic energy of a squeezed density responds, and when its response can be given in closed form.

Hartree atomic units are used. The system has N electrons, with fixed numbers N↑ and N↓ of each spin, and total density n(x,y,z). For a positive number λ define

n_λ(x,y,z) = λ n(λx,y,z).

For λ > 1 the density is compressed along x, and for λ < 1 it is stretched. The prefactor keeps the electron number: with x' = λx, dx = dx'/λ, so ∫n_λ = ∫n = N.

For a normalized Slater determinant Φ, the kinetic energy along x is

tx[Φ] = ½ Σ_i ∫ |∂Φ/∂x_i|²,

where the integral includes all coordinates and the sum over spins. The quantities ty and tz are defined in the same way. The noninteracting kinetic energy functional is

Ts[n] = min over Φ→n of (tx[Φ] + ty[Φ] + tz[Φ]).

The notation Φ→n means that Φ has density n. We assume that the minimum is attained, and call a minimizing determinant Φ_n. Its components are Tx[n] = tx[Φ_n], and likewise Ty[n] and Tz[n], so that Ts[n] = Tx[n] + Ty[n] + Tz[n]. If several determinants share the minimum, their components may differ. We then choose one of them and keep to it.

### (a) From a determinant Φ with density n, construct a normalized determinant with density n_λ. Does the construction reach every such determinant?

Scale the x coordinate of every electron and leave the other coordinates and the spins alone:

Φ_λ(x₁,y₁,z₁,…,x_N,y_N,z_N) = λ^{N/2} Φ(λx₁,y₁,z₁,…,λx_N,y_N,z_N).

Spin labels are not written. To find the norm, substitute x_i' = λx_i for each electron. The squared prefactor gives λ^N, and the N integrations give λ^{−N}. Their product is one, so Φ_λ is normalized.

The density is N times the integral of |Φ|² over all electrons but one, summed over all spins. That one electron is held at (x,y,z), so only N−1 of the x integrations are done:

density of Φ_λ = λ^N λ^{−(N−1)} n(λx,y,z) = λ n(λx,y,z) = n_λ(x,y,z).

The new function is still a determinant. If Φ is built from orthonormal orbitals φ_j, then Φ_λ is built from

√λ φ_j(λx,y,z),

because the N factors √λ multiply to λ^{N/2}. The same change of variable shows that these orbitals are orthonormal.

Scaling by 1/λ undoes scaling by λ. Given any determinant with density n_λ, we can scale it by 1/λ to get a determinant with density n, from which the construction recovers the one we started with. The determinants with density n and those with density n_λ are therefore in one-to-one correspondence.

### (b) How do the three kinetic energies of Φ_λ follow from those of Φ?

By the chain rule, differentiation with respect to x_i brings out one factor λ:

∂Φ_λ/∂x_i = λ · λ^{N/2} (∂Φ/∂x_i)(λx₁,y₁,z₁,…).

The squared modulus contains λ² λ^N, and the N integrations over x supply λ^{−N}. Hence

tx[Φ_λ] = λ² tx[Φ].

Differentiation with respect to y_i or z_i brings out no such factor. The remaining powers of λ cancel as they did in the norm:

ty[Φ_λ] = ty[Φ],  tz[Φ_λ] = tz[Φ].

Compression by λ multiplies every momentum along x by λ, and leaves the momenta along y and z as they were.

### (c) Use these relations to bound Ts[n_λ] from above. When is the bound an equality?

Scale the minimizing determinant Φ_n. By part (a), the result (Φ_n)_λ has density n_λ, so it takes part in the search that defines Ts[n_λ]. The minimum cannot lie above the value for this one member:

Ts[n_λ] ≤ tx[(Φ_n)_λ] + ty[(Φ_n)_λ] + tz[(Φ_n)_λ].

Part (b) evaluates the right side, and gives the scaling inequality

Ts[n_λ] ≤ λ² Tx[n] + Ty[n] + Tz[n].  (1)

If Φ_n is not unique, (1) holds for each choice. Equality holds if and only if (Φ_n)_λ is itself a minimizer for n_λ.

Comparison with uniform scaling shows why this condition can fail. If all three coordinates are scaled by λ, the kinetic energy of every determinant is multiplied by the same number λ². The determinants keep their order, the lowest one stays lowest, and Ts is multiplied by λ². When x alone is scaled, tx gets a new weight relative to ty and tz. A determinant with a smaller tx but a larger ty + tz, which lost the competition at λ = 1, may win it at larger λ.

### (d) What shape has Ts[n_λ] as a function of λ²? What does this imply at λ = 1, and how is the kinetic energy redistributed?

Put s = λ² and F(s) = Ts[n_λ]. Because of the one-to-one correspondence, the search for n_λ can be carried out over determinants with the unscaled density:

F(s) = min over Φ→n of (s tx[Φ] + ty[Φ] + tz[Φ]).  (2)

For each fixed Φ the bracket is a straight line in s. A minimum over straight lines is concave. To see this, let s = w s₁ + (1−w)s₂ with 0 ≤ w ≤ 1, and let Φ be the minimizer at s. With t⊥ = ty + tz,

F(s) = w(s₁ tx[Φ] + t⊥[Φ]) + (1−w)(s₂ tx[Φ] + t⊥[Φ]) ≥ w F(s₁) + (1−w) F(s₂).

The last step holds because Φ need not be the minimizer at s₁ or s₂. The right side of (1) is one of the straight lines, the one that belongs to Φ_n. It touches F at s = 1 and lies nowhere below it. If F is differentiable at s = 1, the difference between line and curve has a minimum there, its derivative vanishes, and

dF/ds = Tx[n] at s = 1.  (3)

To follow the redistribution, let Φ' be the minimizer in (2) at some s, with components a' = tx[Φ'] and b' = t⊥[Φ']. Write a and b for the same components of Φ_n. Since Φ' wins at s, and Φ_n wins at 1,

s a' + b' ≤ s a + b,
a + b ≤ a' + b'.

Adding the two and cancelling b and b' gives (s−1)a' ≤ (s−1)a. For s > 1 this means a' ≤ a, and the second inequality then gives b' ≥ b. By part (b), the true components for the scaled density are Tx[n_λ] = s a' and Ty[n_λ] + Tz[n_λ] = b'. Under compression, therefore,

Tx[n_λ] ≤ λ² Tx[n],  Ty[n_λ] + Tz[n_λ] ≥ Ty[n] + Tz[n].

The electrons may accept more transverse kinetic energy in order to avoid part of the growing cost of motion along x.

The scaled determinants also give a virial relation for one axis. Suppose that Φ_n is the ground state of noninteracting electrons in a smooth local potential v_s. Using (Φ_n)_λ as a trial state in this fixed potential gives the energy

λ²Tx + Ty + Tz + ∫ n_λ v_s.

The substitution x' = λx turns the last term into ∫ n(x,y,z) v_s(x/λ,y,z). The derivative of x/λ with respect to λ is −x at λ = 1. The energy is stationary there, so

2Tx[n] = ∫ n x ∂v_s/∂x.  (4)

### (e) How does the von Weizsaecker functional behave under the same scaling?

This functional is

T_W[n] = (1/8) ∫ |∇n|²/n = T_Wx[n] + T_Wy[n] + T_Wz[n],

with T_Wx[n] = (1/8)∫(∂n/∂x)²/n, and the other components defined likewise. We assume that it is finite. From the definition of n_λ,

∂n_λ/∂x = λ² (∂n/∂x)(λx,y,z),
∂n_λ/∂y = λ (∂n/∂y)(λx,y,z).

In the x component the squared derivative gives λ⁴, division by n_λ removes one λ, and dx = dx'/λ removes another. A factor λ² is left. In the y component the corresponding count is λ² · λ^{−1} · λ^{−1} = 1, and the z component behaves in the same way. Therefore

T_W[n_λ] = λ² T_Wx[n] + T_Wy[n] + T_Wz[n].  (5)

The von Weizsaecker functional thus saturates the scaling relation for every λ and every density for which it is finite. The reason is that T_W = ½∫|∇√n|² is the kinetic energy of the single function √n, and √n_λ = √λ √n(λx,y,z) is that function scaled as in part (a). The rules of part (b) apply to it directly, with no minimizing state that could change with λ, so its graph against λ² is one straight line.

Equation (5) contains the components of T_W, and (1) contains those of Ts. Equation (5) alone does not say that Ts reaches its own bound.

### (f) How are T_W and Ts related, and for which densities does (5) become a statement about Ts?

Let the occupied orbitals of a determinant with density n be φ_j, each with a definite spin. Then n = Σ_j |φ_j|², and for any axis, say x,

∂n/∂x = 2 Re Σ_j φ_j* ∂φ_j/∂x.

The Cauchy–Schwarz inequality for the sum over j gives

(∂n/∂x)² ≤ 4 (Σ_j |φ_j|²)(Σ_j |∂φ_j/∂x|²) = 4n Σ_j |∂φ_j/∂x|².

Dividing by 8n and integrating, we find

T_Wx[n] ≤ ½ Σ_j ∫ |∂φ_j/∂x|² = tx[Φ].  (6)

The same holds for y and z. Each component of T_W is a lower bound to the matching component of any determinant with that density, and so Ts[n] ≥ T_W[n].

One electron can occupy the orbital √n. Two electrons of opposite spin can both occupy √(n/2). In either case the kinetic energy is

½ ∫ |∇√n|² = ½ ∫ |∇n|²/(4n) = T_W[n].

For two electrons, the factor 2 from the occupation cancels the ½ inside the root. The lower bound is reached, so Ts = T_W. Since each component obeys (6) and their sums agree, the components agree too. The scaled density is again a one-orbital density, and (5) becomes

Ts[n_λ] = λ² Tx[n] + Ty[n] + Tz[n] for one-orbital densities.

Two electrons of the same spin cannot share an orbital, and this argument does not apply to them. Whether they reach the scaling bound (1) depends on the density, as parts (i) and (j) show.

## II. Dimensional crossover and a tilted oscillator

The density n_λ(x,y,z) = λn(λx,y,z) is compressed along x when λ > 1. The minimizing determinant for n has kinetic energies Tx, Ty and Tz along the axes, and T_Wx, T_Wy and T_Wz are the components of the von Weizsaecker functional T_W. The first half showed that

Ts[n_λ] ≤ λ²Tx + Ty + Tz,
T_W[n_λ] = λ²T_Wx + T_Wy + T_Wz,
T_W[n_λ] ≤ Ts[n_λ].

It also showed that Ts[n_λ] is a concave function of s = λ², with slope Tx at s = 1 where it is differentiable. Each component of T_W is at most equal to the matching component of Ts.

### (g) How does Ts[n_λ] grow when the density is squeezed into a thin layer?

The lower bound T_W is known. A second upper bound comes from orbitals that share one density and differ in a phase along y. Take N electrons of one spin, and let n_y(y) be the density integrated over x and z. Scaling along x does not change n_y. Define θ(y) by

dθ/dy = 2π n_y(y)/N,

so that θ runs from 0 to 2π. The orbitals are

φ_k = √(n_λ/N) exp(ikθ(y)),  k = −(N−1)/2, −(N−3)/2, …, (N−1)/2.

Their squared moduli add up to n_λ. Differences k'−k are integers, and the overlaps are

∫ φ_k* φ_k' = ∫ dy (n_y/N) exp(i(k'−k)θ) = (1/2π) ∫ from 0 to 2π of exp(i(k'−k)θ) dθ.

This is one for k = k' and zero otherwise. The orbitals form an allowed determinant.

With A = √(n_λ/N), the gradient is (∇A + ikA∇θ)exp(ikθ). Since A and θ are real, its squared modulus has no cross term:

|∇φ_k|² = |∇A|² + k²A²(dθ/dy)².

Summed over the N orbitals, the first term gives the kinetic energy ½∫|∇√n_λ|² = T_W[n_λ]. The second gives

C = (1/2N) (Σ_k k²) (2π/N)² ∫ n_y³ dy.

The sum over k is found by writing k = j − (N−1)/2 with j = 0,…,N−1:

Σ_k k² = N(N−1)(2N−1)/6 − N(N−1)²/4 = N(N²−1)/12.

Hence

C = π²(N²−1)/(6N²) ∫ n_y³ dy,  (7)

T_W[n_λ] ≤ Ts[n_λ] ≤ T_W[n_λ] + C.  (8)

The constant C does not depend on λ. It is finite if T_W is. To see this, put f = √n_y. Cauchy–Schwarz for the integrals over x and z gives (dn_y/dy)² ≤ n_y ∫(∂n/∂y)²/n dx dz, and so ∫(df/dy)² dy ≤ 2T_Wy. Integrating d(f²)/dy inward from each end and averaging gives f² ≤ ∫|f df/dy| dy ≤ √(2N T_Wy). Thus n_y is bounded, and ∫n_y³ dy is finite. With both spins present, the same construction is used in each spin channel with the spin densities (N↑/N)n_λ and (N↓/N)n_λ. Multiplying a density by a constant multiplies T_W by that constant, so the two von Weizsaecker terms add up to T_W[n_λ]. The constant C changes but remains independent of λ.

Dividing (8) by λ² and letting λ grow, we get

Ts[n_λ]/λ² → T_Wx[n] as λ → ∞.  (9)

In a thin layer the leading cost is that of a single common profile along x. The Pauli principle is satisfied by motion within the layer, whose cost stays finite. The inequality of the first half has the slope Tx instead. If Tx > T_Wx, it must become strict. Since T_Wy ≤ Ty and T_Wz ≤ Tz, this is guaranteed for

λ² > C/(Tx − T_Wx).  (10)

The result needs an unscaled direction to carry the phase. In a strictly one-dimensional system there is none, scaling is uniform, and Ts[n_λ] = λ²Ts[n].

Equation (9) is a demanding condition on approximations. The Thomas–Fermi functional is proportional to ∫n^{5/3}. Under the scaling it gains λ^{5/3} from the integrand and λ^{−1} from dx, hence λ^{2/3} in all. Divided by λ² it tends to zero, so at large λ it falls below T_W, which Ts cannot do.

### (h) Two same-spin electrons occupy a harmonic oscillator whose soft axis is tilted from x. Find the components of Ts and T_W.

Let the axes in the xy plane be

u = x cos τ + y sin τ,  v = −x sin τ + y cos τ,  τ = 30°,

with frequencies ωu = 1, ωv = 3 and ωz = 3 hartree. These are round model parameters. The lowest excitation is one quantum along u, so the occupied orbitals are the ground state φ₁ and φ₂ = √(2ωu) u φ₁. The density is

n = φ₁²(1 + 2ωu u²).

An oscillator state with m quanta has kinetic energy ω(m+½)/2 along its axis. For the two electrons together,

Tu = ωu(½ + 3/2)/2 = 1,  Tv = 2·ωv/4 = 1.5,  Tz = 2·ωz/4 = 1.5 hartree.

Since ∂/∂x = cos τ ∂/∂u − sin τ ∂/∂v, squaring gives a cross term with ∂φ/∂u ∂φ/∂v. For both orbitals this product is odd in v and integrates to zero. With cos²τ = ¾ and sin²τ = ¼,

Tx = ¾·1 + ¼·1.5 = 1.125 hartree,
Ty = ¼·1 + ¾·1.5 = 1.375 hartree.

The virial relation 2Tx = ∫n x ∂v_s/∂x can be followed by hand. The integrated values of n u² and n v² are 2 and 1/3, and the mixed term vanishes. The right side is ¾·1²·2 + ¼·3²·(1/3) = 2.25 hartree, which is 2Tx.

For T_W we need

∂ln n/∂u = −2ωu u + 4ωu u/(1 + 2ωu u²),  ∂ln n/∂v = −2ωv v.

These are combined into the x and y derivatives, and (1/8)∫n(∂ln n/∂x)² and its y counterpart are evaluated by numerical quadrature:

T_Wx = 0.6332,  T_Wy = 1.2111,  T_Wz = 1.5000 hartree.

The z component equals Tz because both electrons have the same Gaussian profile along z. The x component is well below Tx = 1.125, since the two orbitals differ along u, which has a part along x.

### (i) Can the scaled determinant be the ground state of some local potential?

The scaled lowest orbital is, up to normalization, G = exp(−½ r·Br), where B is the scaled Gaussian matrix. The second is (q·r)G, where q = (λ cos τ, sin τ, 0). Suppose that the determinant is an eigenstate of noninteracting electrons in a local potential w. The one-electron Hamiltonian h = −½∇² + w must then map the space spanned by G and (q·r)G into itself. In particular,

hG = [a + b(q·r)]G

for some constants a and b. The product rule and ∇G = −(Br)G give

h[(q·r)G] = (q·r)hG − q·∇G = [a(q·r) + b(q·r)² + (Bq)·r]G.

This must again be a combination of G and (q·r)G. The quadratic term requires b = 0, and the linear term requires Bq to be parallel to q.

Let Λ be the diagonal matrix with entries λ, 1, 1, let M be the unscaled Gaussian matrix, and let e be the unit vector along u. Then B = ΛMΛ, q = Λe and Me = ωu e. The condition that ΛMΛ²e be parallel to Λe reduces to MΛ²e parallel to e, and hence to Λ²e parallel to e. But

Λ²e = (λ² cos τ, sin τ, 0).

This is parallel to e only if λ = 1 or if u lies along x or y. At a tilt of 30° and λ ≠ 1, no local potential has the scaled determinant as its ground state.

Now suppose that n_λ is the density of a nondegenerate ground-state determinant Φ' in a potential w. Any other determinant with this density has a higher total energy in w but the same potential energy ∫wn_λ, and hence a higher kinetic energy. So Φ' is the unique minimizer. It is not the scaled determinant, and the inequality is strict.

Without the tilt the outcome differs. The scaled orbitals are then states of an oscillator with frequency λ²ωu along x. They are its two lowest as long as λ² < 3, and the bound is an equality there although Ts > T_W. Saturation is therefore not confined to one-orbital densities.

### (j) Compute Ts[n_λ] for the tilted oscillator and compare it with the bound.

For any local potential w, let E[w] be the lowest energy of the two noninteracting electrons. Every determinant with density n_λ has an energy of at least E[w], so

E[w] − ∫w n_λ ≤ Ts[n_λ].

Equality is reached when the ground-state determinant of w has the density n_λ. If such a w exists, maximizing the left side over w yields Ts without using the scaling inequality. The density mismatch left at the maximum checks this condition.

The density is a planar density times a Gaussian profile in z. The search can use a potential w(x,y) + ½ωz²z², provided that both electrons stay in the lowest z state. This requires the two lowest planar levels to be less than ωz = 3 hartree apart. At λ² = 2 their separation is 1.612 hartree, and the next planar level lies another 1.483 hartree higher. The same ordering holds at the other values listed.

The planar problem was solved in a basis of sinc functions on a grid of 21 by 19 points, with w adjusted at the grid points. At λ² = 2 the remaining density mismatch, integrated in absolute value, is about 10⁻⁵ electron. A grid of 25 by 21 points gives the same Ts to four decimals. The energies in hartree are:

λ²   T_W      Ts       bound    bound − Ts
0.5  3.0277   3.4018   3.4375   0.0357
0.9  3.2810   3.8862   3.8875   0.0013
1.0  3.3443   4.0000   4.0000   0.0000
1.1  3.4076   4.1113   4.1125   0.0012
1.5  3.6609   4.5342   4.5625   0.0283
2.0  3.9776   5.0222   5.1250   0.1028

The last bound is 2·1.125 + 1.375 + 1.5 = 5.125 hartree. It exceeds Ts by 0.103 hartree, or 2.0% of Ts. In electronvolts, Ts is 136.66 and the bound is 139.46.

The bound touches Ts at λ² = 1 and lies above it on both sides. The slope of Ts between λ² = 0.9 and 1.1, from the unrounded energies, is 1.1253 hartree, close to Tx = 1.125. Between 0.9 and 1.0 the slope is 1.138, and between 1.5 and 2.0 it has fallen to 0.976, as concavity requires.

Two electrons of opposite spin with the same total density could share one orbital. Their Ts at λ² = 2 would be T_W = 3.978 hartree. The same-spin pair needs 5.0222 − 3.9776 ≈ 1.045 hartree more, which is the kinetic cost of the Pauli principle for this density.

### (k) Where must the bound fail to be sharp, and how large does its error become?

For N = 2, equation (7) reads C = (π²/8)∫n_y³ dy. Numerical quadrature gives C = 2.242 hartree. Condition (10) becomes

λ² > 2.242/(1.125 − 0.6332) = 4.56, or λ > 2.14.

This is a sufficient condition. The table shows that for the tilted oscillator the inequality is strict well before that.

At λ² = 100 the limits in (8) are

T_W = 66.04 hartree,  T_W + C = 68.28 hartree,

while the scaling bound is 115.38 hartree. Ts lies between the first two numbers, so the bound exceeds it by at least 47 hartree, or more than 68% of Ts. After division by λ², the two limits in (8) are 0.660 and 0.683 hartree at λ² = 100, and 0.6335 and 0.6337 hartree at λ² = 10000. They close in on T_Wx = 0.6332 hartree, while the scaling bound divided by λ² tends to Tx = 1.125 hartree.

The inequality is an equality at λ = 1. Where Ts[n_λ] is differentiable there, as for the tilted oscillator, the bound is tangent to Ts and tight nearby. For a strongly compressed density the von Weizsaecker component along x sets the leading growth.
